# Curvature from a Noisy Height Scan: Quadratic Fit and Its Uncertainty

Let $N\ge 3$ heights be read at evenly spaced points along a scan of length $L$, both ends included, and let each carry an independent error of zero mean and standard deviation $\sigma$. A least-squares quadratic then gives the curvature $\kappa=h''$ with standard uncertainty

$$u(\kappa)=\frac{12\sqrt5\,\sigma}{L^2\sqrt N}\,F_N,\qquad F_N=\sqrt{\frac{(N-1)^3}{(N+1)(N^2-4)}} .$$

For large $N$ at fixed $L$ and $\sigma$, $F_N\to1$ and $u\approx 12\sqrt5\,\sigma/(L^2\sqrt N)$. Here $\kappa$ is the second derivative, twice the coefficient of $x^2$; that coefficient has half this uncertainty. The slopes are taken to be small, so that $h''$ is the geometric curvature.

## What goes wrong with local differences

The model is

$$h_i=a+bx_i+\tfrac12\kappa x_i^2+e_i,\qquad i=1,\dots,N,$$

with spacing $d=L/(N-1)$. The direct way to a second derivative is to form $(h_{i+1}-2h_i+h_{i-1})/d^2$ at each interior point and to average the $N-2$ values. The sum telescopes:

$$\bar\kappa=\frac{(h_N-h_{N-1})-(h_2-h_1)}{(N-2)d^2}.$$

All readings but four have dropped out. For $N\ge4$ these four errors are independent, so the numerator has standard deviation $2\sigma$ and

$$u(\bar\kappa)=\frac{2\sigma (N-1)^2}{(N-2)L^2}\approx\frac{2N\sigma}{L^2}.$$

From $N=4$ on, more points make the result worse, because the curvature is read from two end slopes, each taken over a shrinking distance $d$. At $N=401$ the uncertainty is about $802\,\sigma/L^2$.

A first repair uses the longest baseline available, the two ends and the middle (for odd $N$):

$$\kappa_3=\frac{h_1-2h_{\rm mid}+h_N}{(L/2)^2},\qquad u(\kappa_3)=\frac{4\sqrt{1+4+1}\,\sigma}{L^2}\approx\frac{9.80\,\sigma}{L^2}.$$

This no longer grows with $N$, but it does not fall either. A good scheme must keep the long baseline and also use every reading.

## Choosing the weights

Consider any linear estimate $\hat\kappa=\sum_i w_ih_i$. Put the origin at the scan centre, so that $\sum x_i=\sum x_i^3=0$. The estimate ignores offset and tilt and returns the true curvature on average if

$$\sum w_i=0,\qquad \sum w_ix_i=0,\qquad \sum w_ix_i^2=2 .$$

Its variance is $\sigma^2\sum w_i^2$, so the task is to minimise $\sum w_i^2$ under these conditions. Let

$$p_i=x_i^2-\overline{x^2},\qquad w_i=\frac{2p_i}{\sum_j p_j^2}.$$

Then $\sum p_i=0$ by construction and $\sum p_ix_i=0$ by symmetry. Also $\sum p_ix_i^2=\sum p_i(p_i+\overline{x^2})=\sum p_i^2$, so all three conditions hold. Any other admissible set is $w_i+z_i$, where $z$ is orthogonal to $1$, $x$ and $x^2$. It is therefore orthogonal to $w$, and

$$\sum(w_i+z_i)^2=\sum w_i^2+\sum z_i^2\ge\sum w_i^2 .$$

The chosen weights thus have the least variance among unbiased linear estimates.

They are also the weights of the quadratic fit. Write the fitted curve as $A+Bx+Cp$ and set the derivative of $\sum(h_i-A-Bx_i-Cp_i)^2$ with respect to $C$ to zero. The terms in $A$ and $B$ vanish by orthogonality, leaving $C=\sum p_ih_i/\sum p_i^2$, and $\hat\kappa=2C$.

The variance follows at once:

$$u^2(\kappa)=\sigma^2\sum w_i^2=\frac{4\sigma^2}{\sum p_i^2}.$$

## The sum over points

Write $x_i=d\,j_i$ with $j_i=i-(N+1)/2$. The two sums needed are

$$S_2=\sum j^2=\frac{N(N^2-1)}{12},\qquad S_4=\sum j^4=\frac{N(N^2-1)(3N^2-7)}{240}.$$

To prove them, go from $N$ to $N+2$. This adds one point at each end, at $j=\pm(N+1)/2$, so $S_2$ must grow by $(N+1)^2/2$ and $S_4$ by $(N+1)^4/8$. The formulas do so:

$$\frac{(N+1)\left[(N+2)(N+3)-N(N-1)\right]}{12}=\frac{(N+1)(6N+6)}{12}=\frac{(N+1)^2}{2},$$

$$\frac{(N+1)\left[(N+2)(N+3)(3N^2+12N+5)-N(N-1)(3N^2-7)\right]}{240}=\frac{(N+1)\,30(N+1)^3}{240}.$$

Both formulas vanish at $N=0$ and $N=1$, which starts the even and the odd chain. Hence

$$\frac{\sum p_i^2}{d^4}=S_4-\frac{S_2^2}{N}=N(N^2-1)\left[\frac{3N^2-7}{240}-\frac{N^2-1}{144}\right]=\frac{N(N^2-1)(N^2-4)}{180},$$

since the bracket is $(9N^2-21-5N^2+5)/720=(N^2-4)/180$. With $d=L/(N-1)$ and $\sqrt{4\times180}=12\sqrt5$,

$$u(\kappa)=\frac{12\sqrt5\,\sigma}{L^2}\frac{(N-1)^2}{\sqrt{N(N^2-1)(N^2-4)}} .$$

Cancelling one factor $N-1$ under the root gives the opening formula. At $N=3$ it gives $4\sqrt6\,\sigma/L^2$, the three-point result, as it must.

For large $N$, $F_N^2\approx(1-3/N)/(1+1/N)\approx1-4/N$, so $F_N\approx1-2/N$. The approach is from below, because $(N+1)(N^2-4)-(N-1)^3=4N^2-7N-3$ is positive for $N\ge3$. If $L$ is defined as $Nd$ instead, the factor becomes $N^2/\sqrt{(N^2-1)(N^2-4)}$. This exceeds one and has the same limit.

The limit has a simple reading. With $s=x/L$ spread uniformly over $(-\tfrac12,\tfrac12)$, the mean of $s^2$ is $1/12$ and the mean of $(s^2-\tfrac1{12})^2$ is $1/80-1/144=1/180$. Each reading therefore adds $L^4/180$ on average to $\sum p^2$. At fixed $N$, doubling $L$ divides $u$ by four. At fixed spacing the number of points doubles too, and $u$ falls as $L^{-5/2}$.

## The algorithm and its random trials

1. Subtract the scan centre and set $v=2x/L$, which runs from $-1$ to $1$.
2. Fit $c_0+c_1v+c_2v^2$ by least squares. Since $c_2v^2=4c_2x^2/L^2$, the curvature is $\hat\kappa=8c_2/L^2$.
3. For $N>3$, estimate $\sigma^2$ as the sum of squared residuals divided by $N-3$. The fit removes three of the $N$ orthogonal directions of the error vector, and each remaining one contributes $\sigma^2$ on average.
4. Insert this $\sigma$ in the formula for $u$.

Centring and scaling keep the fit matrix well conditioned: its three columns are comparable in size and far from parallel. For 401 points over 80 mm, the ratio of its largest to smallest singular value is 3.7. With raw positions from 0 to 80 in millimetres it is about 8600.

To verify the law, fix a curvature, offset and tilt, add fresh random errors, fit, and repeat $T$ times. The standard deviation of the $T$ fitted curvatures is then compared with the formula. It has a sampling error of its own: for Gaussian estimates the sample variance has relative standard deviation $\sqrt{2/T}$, and its square root has half of that, $1/\sqrt{2T}$. With $T=20\,000$ this is 0.5%.

The following trials used Gaussian errors with $L=80$ mm and $\sigma=100$ nm. "Limit" denotes $12\sqrt5\,\sigma/(L^2\sqrt N)$.

| $N$ | scatter (1/km) | scatter/limit | $F_N$ |
|---:|---:|---:|---:|
| 3 | 0.152 | 0.630 | 0.632 |
| 5 | 0.133 | 0.707 | 0.713 |
| 10 | 0.109 | 0.826 | 0.831 |
| 30 | 0.072 | 0.937 | 0.937 |
| 100 | 0.041 | 0.974 | 0.980 |
| 401 | 0.021 | 0.991 | 0.995 |
| 1600 | 0.011 | 1.005 | 0.999 |

The measured ratios follow $F_N$ to within 1%, less than two sampling errors in each row. The value above one at $N=1600$ is no breach of the approach from below: it lies 0.6% above $F_N$, little more than one sampling error. Trials of this size show the limit being reached but cannot resolve the last 0.1%.

The variance formula used no property of the errors beyond zero mean, equal variance and lack of correlation. Uniformly distributed errors of the same $\sigma$ accordingly gave a ratio of 0.940 at $N=30$, against $F_{30}=0.937$.

## From curvature to film stress

Take a silicon nitride film of thickness $h_f=200$ nm on a (001) germanium wafer with $h_s=500$ µm and radius $R=50$ mm. The assumed film stress is $\sigma_f=300$ MPa, tensile, defined as the stress while the wafer is held flat and unstretched, that is at $\kappa=0$ and $\varepsilon_0=0$ in the notation below.

For equal in-plane strains $\varepsilon$ and a free surface, $C_{11}\varepsilon_z+2C_{12}\varepsilon=0$. The in-plane stress is $(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_z=M\varepsilon$, so

$$M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=141.5\ {\rm GPa}$$

for the rough values $C_{11}=130$ GPa and $C_{12}=50$ GPa.

Measure $z$ upward from the wafer's midplane, with the film on top. Bending adds the strain $\varepsilon_0-\kappa z$. Let $M_f$ be the film's biaxial modulus and $z_f=(h_s+h_f)/2$ its mid-height. Zero net force and moment require

$$A\varepsilon_0-B\kappa=-\sigma_fh_f,\qquad B\varepsilon_0-D\kappa=-\sigma_fh_fz_f,$$

where $A$, $B$ and $D$ are the integrals of modulus times $1$, $z$ and $z^2$ through the thickness. Eliminating $\varepsilon_0$, with $A=Mh_s+M_fh_f$ and $B=M_fh_fz_f$, gives

$$\kappa=\frac{\sigma_fh_f(Az_f-B)}{AD-B^2}=\frac{\sigma_fh_fz_fMh_s}{AD-B^2}.$$

Let $t=h_f/h_s$ and $m=M_f/M$. To first order in $t$, $A=Mh_s(1+mt)$, $D=\tfrac1{12}Mh_s^3(1+3mt)$, and $B^2$ is negligible. Hence

$$\kappa\approx\frac{6\sigma_fh_f}{Mh_s^2}\left[1-(4m-1)t\right].$$

The leading term is the Stoney relation, $\sigma_f=Mh_s^2\kappa/(6h_f)$. Here it converts 1/km into 29.49 MPa, so 300 MPa corresponds to $300/29.49=10.17$ /km, a bow $\kappa L^2/8=8.1$ µm over the scan.

## Why two scans are needed

The wafer also bends under its own weight. Model it as an isotropic disk, simply supported around its edge, with Poisson ratio $\nu=0.25$, density $\rho_s=5300$ kg/m³ and bending rigidity $D_p=Mh_s^3/[12(1+\nu)]$. The plate equation for the downward deflection is $D_p\nabla^4w=\rho_sgh_s$, with solution

$$w=q_4(R^2-r^2)(cR^2-r^2),\qquad q_4=\frac{\rho_sgh_s}{64D_p},\qquad c=\frac{5+\nu}{1+\nu}.$$

Indeed $\nabla^4r^4=64$, and $w(R)=0$. The edge moment, proportional to $w''+\nu w'/r$, vanishes at $R$ because $-2(c+1)(1+\nu)+12+4\nu=0$. The centre sags by 9.0 µm, and a quadratic fit to this profile at the 401 scan points gives 8.00 /km. The cubic anisotropy of germanium, left out of this model, would lower that value by roughly 3%: with $C_{44}\approx67$ GPa, by 2.5% for a scan along [100] and 3.0% along [110]. A single scan of the coated wafer would add the whole gravity curvature to the curvature credited to the film.

The profile also contains $-q_4x^4$, which a quadratic cannot follow. For large $N$, the regression of $x^4$ on $x^2$ has slope

$$L^2\,\frac{1/448-1/960}{1/180}=\frac{3L^2}{14},$$

so a term $q_4x^4$ shifts the fitted curvature by $\tfrac37q_4L^2$. A cubic term causes no shift, being odd. The rms misfit of the gravity profile is 68 nm in the isotropic model (about 61 nm with cubic anisotropy), comparable with the noise, and would inflate the residual estimate of $\sigma$.

The remedy is to scan the bare wafer, scan it again after deposition on the same supports, subtract point by point, and fit the difference. Independent noise in the two scans raises $\sigma$ to $\sqrt2\,\sigma$. For $N=401$,

$$u=\sqrt2\times0.995\times\frac{26.83\times100\ {\rm nm}}{(80\ {\rm mm})^2\sqrt{401}}=0.0295\ /{\rm km},$$

or $0.0295\times29.49=0.87$ MPa.

In one simulated pair, with unchanged gravity sag, the separate fits gave 8.005 and 18.157 /km. Their difference is 10.152 /km. The residuals of the subtracted scan gave a noise of 143 nm, near $\sqrt2\times100$ nm, and hence $u=0.030$ /km. The result is

$$\sigma_f=299.4\pm0.9\ {\rm MPa},$$

within one standard uncertainty of the assumed 300 MPa. In 20 000 simulated differences, the interval $\hat\kappa\pm u$, with $u$ taken from the residuals, contained the true curvature in 68.4% of cases.

## When more points stop helping

Drift and surface texture can make neighbouring errors alike. Suppose their correlation at distance $s$ is $e^{-s/\ell}$, and put $\rho=e^{-d/\ell}$. Then $u^2=\sigma^2\sum_{ij}w_iw_j\rho^{|i-j|}$. If $\ell\ll L$, the weights hardly change over a correlation length, and $u$ grows by the factor

$$\left(1+2\sum_{k\ge1}\rho^k\right)^{1/2}=\sqrt{\frac{1+\rho}{1-\rho}} .$$

For $d\ll\ell$ this becomes $\sqrt{2\ell/d}$, and with $N\approx L/d$

$$u\approx\frac{12\sqrt5\,\sigma}{L^2}\sqrt{\frac{2\ell}{L}} .$$

The number of points has dropped out: denser sampling within a correlation length brings almost nothing.

With $d=0.2$ mm and $\ell=1$ mm the short-correlation factor is 3.17, while the full double sum gives 3.07. The ends explain the gap. At lag $k$ about $k$ products of end weights are missing, and $w^2$ at an end is $(1/6)^2\times180=5$ times its mean. The relative loss is $5k/N$, which after summation over lags lowers the variance by about $5\ell/L=6\%$, and the factor by 3%. Texture that is the same in both scans cancels in their difference, provided both scans read the same points. If each scan has correlated noise of its own, independent of the other, the stress uncertainty rises from 0.87 to 2.7 MPa.

## The example beside a real wafer

The wafer size, the film stress and the 100 nm noise are round choices and describe no particular wafer or instrument. Support at three points instead of a full ring would change the sag but not the reason for subtracting it. The following shifts apply to this example; the film values $M_f=300$ GPa, density 3000 kg/m³ and expansion mismatch 3 ppm/K are rough.

- **Wafer thickness.** Stress varies as $h_s^2$, so a 5 µm error gives $300\,(1.01^2-1)=6.0$ MPa, seven times the random uncertainty.
- **Film thickness.** The correction $-(4m-1)t$ amounts to $-0.9$ MPa for the stress of the flat, unstretched wafer; measured against the film stress left after bending, it would be about $+0.1$ MPa. Errors in the thickness itself matter more: the stress varies as $M/h_f$, so a 1% error in either $h_f$ or $M$ gives 3 MPa.
- **Changed sag.** The film stiffens the wafer by the fraction $3mt$ and adds a smaller fraction of weight. The gravity curvature therefore does not cancel fully, leaving $-0.55$ MPa in the isotropic model (about $-0.52$ MPa with cubic anisotropy).
- **Shifted scan.** Let the first scan be centred on the wafer and the second be displaced by $\delta$ along its own line. Replacing $x$ by $x+\delta$ in $-q_4x^4$ adds $-6q_4\delta^2x^2$, a curvature of $-12q_4\delta^2$. For $\delta=1$ mm this is $-0.12$ MPa in the isotropic model ($-0.11$ MPa with cubic anisotropy).
- **Large deflection.** Curving a disk in two directions stretches its midplane, so the gravity and film curvatures do not add exactly. The nonlinear (von Kármán) equations for the isotropic disk shift the fitted difference by about $-0.3$ MPa.
- **Temperature.** The film stress itself changes by $M_f\times3$ ppm/K $=0.9$ MPa per kelvin.

For these numbers, measuring the wafer thickness better improves the stress more than adding scan points does. The fit uncertainty describes the repeatability of the curvature; the accuracy of the stress also depends on the quantities that multiply it.
